# The Pauli potential of two fermions in a harmonic well: test program

```python
# Pauli potential of two spinless fermions in the 1D well v = omega^2 x^2 / 2.
# Result under test (Hartree atomic units):
#   phi0 = sqrt(n) cos(theta), phi1 = sqrt(n) sin(theta)
#   tau_P = tau - n'^2/(8n) = n theta'^2 / 2
#   v_P = theta'^2/2 + (eps1-eps0) cos^2(theta)
#       = 2 omega (1 + omega x^2) / (1 + 2 omega x^2)^2
# n: density, integrating to 2; tau = (1/2) sum phi_i'^2;
# eps0, eps1: orbital energies;
# v_P: functional derivative of T_P = T_s - T_W, zero at infinity.
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import minimize_scalar
from scipy.special import erfc

omega = 0.5
particles = 2
hartree_ev = physical_constants["Hartree energy in eV"][0]


def make_grid(half_width, points):
    """Sinc grid: positions, spacing, first-derivative and kinetic matrices."""
    x = np.linspace(-half_width, half_width, points)
    h = x[1] - x[0]
    i = np.arange(points)
    diff = i[:, None] - i[None, :]
    sign = np.where(diff % 2 == 0, 1.0, -1.0)
    safe = np.where(diff == 0, 1, diff)
    first = np.where(diff == 0, 0.0, sign / (h * safe))
    kinetic = np.where(diff == 0, np.pi**2 / (6 * h**2),
                       sign / (h**2 * safe**2))
    return x, h, first, kinetic


def solve_two(grid, potential):
    """Two lowest orbitals and the densities built from their definitions."""
    x, h, first, kinetic = grid
    energies, vectors = eigh(kinetic + np.diag(potential),
                             subset_by_index=[0, 1])
    phi = vectors / np.sqrt(h)
    dphi = first @ phi
    n = np.sum(phi**2, axis=1)
    tau = 0.5 * np.sum(dphi**2, axis=1)
    dn = 2 * np.sum(phi * dphi, axis=1)
    tau_w = dn**2 / (8 * n)
    return energies, phi, dphi, n, tau, tau_w


def density(x):
    s = 2 * omega * x**2
    return np.sqrt(omega / np.pi) * (1 + s) * np.exp(-omega * x**2)


def angle_term(x):
    return omega / (1 + 2 * omega * x**2)**2


def gap_term(x):
    return omega / (1 + 2 * omega * x**2)


def pauli_potential(x):
    return 2 * omega * (1 + omega * x**2) / (1 + 2 * omega * x**2)**2


# Closed form against symbolic inversion of the equation for sqrt(n)
X, W = sp.symbols("x omega", positive=True)
root_n = (W / sp.pi)**sp.Rational(1, 4) * sp.sqrt(1 + 2*W*X**2) \
    * sp.exp(-W * X**2 / 2)
inverted = sp.simplify(3*W/2 - W**2*X**2/2
                       + sp.diff(root_n, X, 2) / (2*root_n))
closed = 2*W*(1 + W*X**2) / (1 + 2*W*X**2)**2
assert sp.simplify(inverted - closed) == 0
tail = sp.limit(sp.together(X**2 * inverted), X, sp.oo)
assert tail == sp.Rational(1, 2)

# Diagonalized orbitals: density, Pauli kinetic density, energies
grid = make_grid(10.0, 201)
x, h, first, kinetic = grid
well = 0.5 * omega**2 * x**2
eps, phi, dphi, n, tau, tau_w = solve_two(grid, well)
inner = np.abs(x) < 5
assert np.allclose(eps, [omega / 2, 3 * omega / 2], atol=1e-8)
assert np.allclose(n, density(x), atol=1e-8)
assert np.allclose((tau - tau_w)[inner], (density(x) * angle_term(x))[inner],
                   atol=1e-8)
T_s, T_w = h * tau.sum(), h * tau_w.sum()
T_p = T_s - T_w
T_p_closed = omega * np.sqrt(np.pi/2) * np.exp(0.5) * erfc(1/np.sqrt(2))
assert abs(T_p - T_p_closed) < 1e-8
assert abs(T_s - omega) < 1e-8
mean_vp = h * np.sum(n * pauli_potential(x))
assert abs(mean_vp - T_p - omega) < 1e-8

# sqrt(n) must be the lowest state in v + v_P, with energy eps1.
# The eigenvector is normalized to one, the density to two particles.
boson_e, boson_vec = eigh(kinetic + np.diag(well + pauli_potential(x)),
                          subset_by_index=[0, 0])
boson_density = particles * boson_vec[:, 0]**2 / h
assert abs(boson_e[0] - eps[1]) < 1e-8
assert np.allclose(boson_density, n, atol=1e-7)

# Functional derivative: change the well slightly and recompute T_s - T_W
bump = np.exp(-(x - 0.3)**2)
step = 1e-3
changed = []
for sign in (1, -1):
    _, _, _, n_c, tau_c, tau_w_c = solve_two(grid, well + sign*step*bump)
    changed.append((n_c, h * np.sum(tau_c - tau_w_c)))
dn_response = (changed[0][0] - changed[1][0]) / (2 * step)
dT_direct = (changed[0][1] - changed[1][1]) / (2 * step)
dT_formula = h * np.sum(pauli_potential(x) * dn_response)
dT_angle_only = h * np.sum(angle_term(x) * dn_response)
# central difference leaves an error of order step^2
assert abs(dT_direct - dT_formula) < 1e-5
assert abs(dT_direct - dT_angle_only) > 1e-2

# Coordinate scaling: -integral of n x v_P' equals 2 T_P
slope = sp.lambdify((X, W), sp.diff(inverted, X), "numpy")
scaling = 2 * quad(lambda r: -density(r) * r * slope(r, omega), 0, 12)[0]
assert abs(scaling - 2 * T_p) < 1e-7

# General formula in an asymmetric anharmonic well
grid_a = make_grid(6.0, 201)
xa = grid_a[0]
well_a = 0.1*xa + 0.125*xa**2 + 0.03*xa**3 + 0.05*xa**4
eps_a, phi_a, dphi_a, n_a, _, _ = solve_two(grid_a, well_a)
theta_slope = (phi_a[:, 0]*dphi_a[:, 1] - phi_a[:, 1]*dphi_a[:, 0]) / n_a
vp_a = theta_slope**2/2 + (eps_a[1] - eps_a[0]) * phi_a[:, 0]**2 / n_a
boson_a = eigh(grid_a[3] + np.diag(well_a + vp_a), eigvals_only=True,
               subset_by_index=[0, 0])[0]
assert abs(boson_a - eps_a[1]) < 1e-7


# Density peak and minima of the effective double well
def effective(r):
    return 0.5 * omega**2 * r**2 + pauli_potential(r)


peak = minimize_scalar(lambda r: -density(r), bounds=(0, 4),
                       method="bounded", options={"xatol": 1e-9}).x
minimum = minimize_scalar(effective, bounds=(0, 4), method="bounded",
                          options={"xatol": 1e-9}).x
roots = np.roots([1, 0, -4, -8])
t_root = roots[np.abs(roots.imag) < 1e-9].real.max()
assert abs(peak - 1 / np.sqrt(2 * omega)) < 1e-5
assert abs(minimum - np.sqrt((t_root - 1) / (2 * omega))) < 1e-5
assert effective(minimum) < effective(0.0)

print(f"omega = {omega:.4f} hartree")
print(f"eps0, eps1 = {eps[0]:.6f}, {eps[1]:.6f} hartree")
print("Densities: x [bohr], n [1/bohr], tau, tau_W, tau_P [hartree/bohr]")
points = [0.0, 0.5, 1.0, 2.0, 3.0]
for p in points:
    k = np.argmin(np.abs(x - p))
    print(f"{p:4.1f} {n[k]:9.6f} {tau[k]:9.6f} {tau_w[k]:9.6f}"
          f" {tau[k]-tau_w[k]:9.6f}")
print("Potential: x [bohr], theta [degree], then in hartree:")
print("theta'^2/2, omega cos^2 theta, v_P, v + v_P")
for p in points:
    angle = np.degrees(np.arctan(np.sqrt(2 * omega) * p))
    print(f"{p:4.1f} {angle:8.3f} {angle_term(p):9.6f} {gap_term(p):9.6f}"
          f" {pauli_potential(p):9.6f} {effective(p):9.6f}")
print(f"T_s = {T_s:.6f} hartree")
print(f"T_W = {T_w:.6f} hartree")
print(f"T_P from orbitals = {T_p:.6f} hartree = {T_p*hartree_ev:.4f} eV")
print(f"T_P closed form = {T_p_closed:.6f} hartree")
print(f"T_P / omega = {T_p/omega:.6f} (no unit)")
print(f"v_P(0) = {pauli_potential(0.0):.6f} hartree"
      f" = {pauli_potential(0.0)*hartree_ev:.4f} eV")
print(f"integral of n v_P = {mean_vp:.6f} hartree")
print(f"-integral of n x v_P' = {scaling:.6f} hartree")
print(f"limit of x^2 v_P = {float(tail):.4f} hartree bohr^2")
print(f"density peak at x = {peak:.5f} bohr")
print(f"t = 1 + 2 omega x^2 at the minimum = {t_root:.5f} (no unit)")
print(f"minimum of v + v_P at x = {minimum:.5f} bohr")
print(f"v + v_P at the minimum = {effective(minimum):.6f} hartree")
print(f"lowest level in v + v_P = {boson_e[0]:.6f} hartree")
print("Response to bump strength * exp(-(x-0.3)^2), x in bohr:")
print(f"bump strengths used = +/- {step:.4f} hartree")
print(f"dT_P/dstrength, recomputed = {dT_direct:.6f} (no unit)")
print(f"same from v_P = {dT_formula:.6f} (no unit)")
print(f"same from theta'^2/2 alone = {dT_angle_only:.6f} (no unit)")
print("Well 0.1x + 0.125x^2 + 0.03x^3 + 0.05x^4 (atomic units):")
print(f"eps0, eps1 = {eps_a[0]:.6f}, {eps_a[1]:.6f} hartree")
print(f"lowest level in v + v_P = {boson_a:.6f} hartree")
print("verified")
```

Printed output:

```
omega = 0.5000 hartree
eps0, eps1 = 0.250000, 0.750000 hartree
Densities: x [bohr], n [1/bohr], tau, tau_W, tau_P [hartree/bohr]
 0.0  0.398942  0.199471  0.000000  0.199471
 0.5  0.440082  0.145777  0.004951  0.140826
 1.0  0.483941  0.060493  0.000000  0.060493
 2.0  0.269955  0.053991  0.048592  0.005399
 3.0  0.044318  0.032131  0.031909  0.000222
Potential: x [bohr], theta [degree], then in hartree:
theta'^2/2, omega cos^2 theta, v_P, v + v_P
 0.0    0.000  0.500000  0.500000  1.000000  1.000000
 0.5   26.565  0.320000  0.400000  0.720000  0.751250
 1.0   45.000  0.125000  0.250000  0.375000  0.500000
 2.0   63.435  0.020000  0.100000  0.120000  0.620000
 3.0   71.565  0.005000  0.050000  0.055000  1.180000
T_s = 0.500000 hartree
T_W = 0.172160 hartree
T_P from orbitals = 0.327840 hartree = 8.9210 eV
T_P closed form = 0.327840 hartree
T_P / omega = 0.655680 (no unit)
v_P(0) = 1.000000 hartree = 27.2114 eV
integral of n v_P = 0.827840 hartree
-integral of n x v_P' = 0.655680 hartree
limit of x^2 v_P = 0.5000 hartree bohr^2
density peak at x = 1.00000 bohr
t = 1 + 2 omega x^2 at the minimum = 2.64944 (no unit)
minimum of v + v_P at x = 1.28430 bohr
v + v_P at the minimum = 0.466129 hartree
lowest level in v + v_P = 0.750000 hartree
Response to bump strength * exp(-(x-0.3)^2), x in bohr:
bump strengths used = +/- 0.0010 hartree
dT_P/dstrength, recomputed = -0.197288 (no unit)
same from v_P = -0.197288 (no unit)
same from theta'^2/2 alone = -0.100595 (no unit)
Well 0.1x + 0.125x^2 + 0.03x^3 + 0.05x^4 (atomic units):
eps0, eps1 = 0.314315, 1.083551 hartree
lowest level in v + v_P = 1.083551 hartree
verified
```
